# Orbital weight of a dangling-bond gap state from its self-energy slope: test program

```python
"""
Result under test: an orbital d (energy e_d) coupled to a valence and a
conduction continuum has, in a gap state at energy E_b, the weight
    Z = |<d|psi>|^2 = 1 / (1 - dSigma/dE at E_b),
    Sigma(E) = sum_k |V_k|^2 / (E - e_k),   E_b = e_d + Sigma(E_b).
Each continuum is a tuple (centre, half-width D, coupling V), all in eV, with a
semi-elliptic coupling spectrum of total strength V^2.  Such a continuum equals
a semi-infinite chain of hopping D/2 whose first site couples to d by V, so
diagonalizing long finite chains tests the formulas independently.
Energies are in eV from the valence edge.  Parameters are rough values for a
silicon dangling bond in amorphous silicon nitride.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

E_V, E_C = 0.0, 5.0
VALENCE = (-5.0, 5.0, 2.5)
CONDUCTION = (9.0, 4.0, 2.0)
BANDS = (VALENCE, CONDUCTION)
E_D = 2.8


def sigma_band(E, band):
    centre, D, V = band
    z = E - centre
    root = np.sqrt(max(z * z - D * D, 0.0))
    return 2 * V**2 * (z - np.sign(z) * root) / D**2


def slope_band(E, band):
    centre, D, V = band
    z = E - centre
    return 2 * V**2 * (1 - abs(z) / np.sqrt(z * z - D * D)) / D**2


def sigma(E, bands=BANDS):
    return sum(sigma_band(E, b) for b in bands)


def weight(E, bands=BANDS):
    return 1 / (1 - sum(slope_band(E, b) for b in bands))


def solve_level(e_d, bands=BANDS):
    low = bands[0][0] + bands[0][1]
    high = bands[1][0] - bands[1][1]
    return brentq(lambda E: E - e_d - sigma(E, bands), low, high, xtol=1e-13)


def chain_arrays(e_d, n):
    (cv, Dv, Vv), (cc, Dc, Vc) = BANDS
    diagonal = np.r_[np.full(n, cv), e_d, np.full(n, cc)]
    hopping = np.r_[np.full(n - 1, Dv / 2), Vv, Vc, np.full(n - 1, Dc / 2)]
    return diagonal, hopping


def chain_gap_states(e_d, n=600):
    diagonal, hopping = chain_arrays(e_d, n)
    return eigh_tridiagonal(diagonal, hopping, select='v',
                            select_range=(E_V, E_C))


# Level and weight from the self-energy, against chain diagonalization
E_b = solve_level(E_D)
Z = weight(E_b)
energies, vectors = chain_gap_states(E_D)
n_chain = 600
assert len(energies) == 1
psi = vectors[:, 0]
E_chain, Z_chain = energies[0], psi[n_chain]**2
assert abs(E_chain - E_b) < 1e-8
assert abs(Z_chain - Z) < 1e-8

# Shares of the two continua in the gap state
share_v = -Z * slope_band(E_b, VALENCE)
share_c = -Z * slope_band(E_b, CONDUCTION)
assert abs(np.sum(psi[:n_chain]**2) - share_v) < 1e-8
assert abs(np.sum(psi[n_chain + 1:]**2) - share_c) < 1e-8

# Closed self-energy and slope against quadrature of the coupling spectrum
for band in BANDS:
    centre, D, V = band

    def spectrum(angle):
        # energy = centre + D cos(angle); includes the Jacobian
        return V**2 * 2 / np.pi * np.sin(angle)**2

    value = quad(lambda a: spectrum(a) / (E_b - centre - D * np.cos(a)),
                 0, np.pi)[0]
    slope = -quad(lambda a: spectrum(a) / (E_b - centre - D * np.cos(a))**2,
                  0, np.pi)[0]
    assert abs(value - sigma_band(E_b, band)) < 1e-9
    assert abs(slope - slope_band(E_b, band)) < 1e-9

# Response of the level to the orbital energy, from diagonalization only
step = 1e-3
response = (chain_gap_states(E_D + step)[0][0]
            - chain_gap_states(E_D - step)[0][0]) / (2 * step)
assert abs(response - Z) < 1e-6


# Orbital weight left in the bands, from the retarded Green function
def band_orbital_weight(band, other):
    centre, D, V = band

    def integrand(angle):
        z = D * np.cos(angle)
        E = centre + z
        self_energy = (2 * V**2 * (z - 1j * D * np.sin(angle)) / D**2
                       + sigma_band(E, other))
        green = 1 / (E - E_D - self_energy)
        return -green.imag / np.pi * D * np.sin(angle)
    return quad(integrand, 0, np.pi, epsabs=1e-11)[0]


orbital_v = band_orbital_weight(VALENCE, CONDUCTION)
orbital_c = band_orbital_weight(CONDUCTION, VALENCE)
assert abs(orbital_v + orbital_c + Z - 1) < 1e-8
all_E, all_vec = eigh_tridiagonal(*chain_arrays(E_D, 200))
assert abs(np.sum(all_vec[200, all_E < E_V]**2) - orbital_v) < 1e-7

# Window of orbital energies that give a gap level
e_min, e_max = E_V - sigma(E_V), E_C - sigma(E_C)
for e_test, expected in ((e_min - 0.1, 0), (e_min + 0.1, 1),
                         (e_max - 0.1, 1), (e_max + 0.1, 0)):
    assert len(chain_gap_states(e_test)[0]) == expected

# Scan of the orbital energy; slope at the dressed or at the bare energy
scan = []
for e_test in (-1.0, 1.0, 2.8, 4.5, 5.5):
    level = solve_level(e_test)
    exact_E, exact_vec = chain_gap_states(e_test)
    assert abs(exact_E[0] - level) < 1e-7
    assert abs(exact_vec[n_chain, 0]**2 - weight(level)) < 1e-7
    bare = weight(e_test) if E_V < e_test < E_C else None
    scan.append((e_test, level, weight(level), bare))
assert abs(scan[3][3] - scan[3][2]) > 0.03

# Loss of orbital weight at the conduction edge
edge = []
for depth in (0.004, 0.001):
    E_edge = E_C - depth
    _, vec = chain_gap_states(E_edge - sigma(E_edge), 1000)
    Z_edge = vec[1000, 0]**2
    Dc, Vc = CONDUCTION[1:]
    Z_limit = Dc * np.sqrt(2 * Dc * depth) / (2 * Vc**2)
    edge.append((depth, Z_edge, Z_limit))
# the limit law has relative corrections of order sqrt(depth)
assert abs(edge[1][1] / edge[1][2] - 1) < 0.04
assert abs(edge[1][1] / edge[1][2] - 1) < abs(edge[0][1] / edge[0][2] - 1)


# Neglected: shape of the coupling spectrum (uniform, same width and strength)
def uniform_sigma(E):
    return sum(V**2 / (2 * D) * np.log((E - c + D) / (E - c - D))
               for c, D, V in BANDS)


E_uniform = brentq(lambda E: E - E_D - uniform_sigma(E),
                   E_V + 1e-9, E_C - 1e-9)
Z_uniform = 1 / (1 + sum(V**2 / ((E_uniform - c)**2 - D**2)
                         for c, D, V in BANDS))
m = 300
grid = (np.arange(m) + 0.5) / m * 2 - 1
star = np.diag(np.r_[E_D, VALENCE[0] + VALENCE[1] * grid,
                     CONDUCTION[0] + CONDUCTION[1] * grid])
star[0, 1:] = np.r_[np.full(m, VALENCE[2]), np.full(m, CONDUCTION[2])]
star[0, 1:] /= np.sqrt(m)
star[1:, 0] = star[0, 1:]
star_E, star_vec = eigh(star)
gap_index = np.flatnonzero((star_E > E_V + 0.5) & (star_E < E_C - 0.5))
assert len(gap_index) == 1
# tolerance covers the midpoint sampling of the uniform bands
assert abs(star_vec[0, gap_index[0]]**2 - Z_uniform) < 2e-5

# Neglected: overlap of d with the first site of each chain
overlap = 0.10
n_small = 60
diag_s, hop_s = chain_arrays(E_D, n_small)
H = np.diag(diag_s) + np.diag(hop_s, 1) + np.diag(hop_s, -1)
S = np.eye(2 * n_small + 1)
couplings = []
for site, band in ((n_small - 1, VALENCE), (n_small + 1, CONDUCTION)):
    h = -band[2] + overlap * (E_D + band[0]) / 2
    H[n_small, site] = H[site, n_small] = h
    S[n_small, site] = S[site, n_small] = overlap
    couplings.append(h)
E_all, C_all = eigh(H, S)
inside = np.flatnonzero((E_all > E_V) & (E_all < E_C))
assert len(inside) == 1
E_overlap, c_overlap = E_all[inside[0]], C_all[:, inside[0]]
coefficient = c_overlap[n_small]**2
projection = (S @ c_overlap)[n_small]**2


def sigma_overlap(E):
    return sum((h - E * overlap)**2 * sigma_band(E, b) / b[2]**2
               for h, b in zip(couplings, BANDS))


slope_overlap = (sigma_overlap(E_overlap + 1e-4)
                 - sigma_overlap(E_overlap - 1e-4)) / 2e-4
assert abs(coefficient - 1 / (1 - slope_overlap)) < 1e-6
assert abs(coefficient - projection) > 1e-3

# Neglected: repulsion from a second electron, valence response frozen
U = 2.0
E_second = solve_level(E_D + U * Z)
Z_second = weight(E_second)
first_order_shift = U * Z**2
assert abs((E_second - E_b) / first_order_shift - 1) < 0.10

# Neglected: lattice relaxation and thermal motion of the level
relaxation = 0.5
temperature = 85 + const.zero_Celsius
kT = const.k * temperature / const.e
E_relaxed = E_b - 2 * relaxation
Z_relaxed = weight(E_relaxed)
sigma_T = np.sqrt(2 * relaxation * kT)
# classical average over a coordinate q with energy q^2/2 and level shift -g q
g_phonon = np.sqrt(2 * relaxation)
q_max = 12 * np.sqrt(kT)
norm = quad(lambda q: np.exp(-q * q / (2 * kT)), -q_max, q_max)[0]
variance = quad(lambda q: (g_phonon * q)**2 * np.exp(-q * q / (2 * kT)),
                -q_max, q_max)[0] / norm
assert abs(np.sqrt(variance) - sigma_T) < 1e-7

# Neglected: band edges moved inward by disorder and heat, centres fixed
edge_shift = 0.1
narrow = tuple((c, D + edge_shift, V) for c, D, V in BANDS)
E_narrow = solve_level(E_D, narrow)
Z_narrow = weight(E_narrow, narrow)

# Neglected: programming field
field_MV_cm = 8.0
field = field_MV_cm * 1e8
bond_nm = 0.17
mass_ratio = 0.4
drop = field * bond_nm * 1e-9
Z_field = [weight(solve_level(E_D + s * drop)) for s in (-1, 1)]
trap_depth = E_C - E_b
mass = mass_ratio * const.m_e
barrier = trap_depth * const.e
exponent = (4 * np.sqrt(2 * mass) * barrier**1.5
            / (3 * const.hbar * const.e * field))
exit_nm = trap_depth / field * 1e9
wkb = quad(lambda x: 2 * np.sqrt(2 * mass * max(
    barrier - const.e * field * x * 1e-9, 0.0)) / const.hbar * 1e-9,
    0, exit_nm)[0]
assert abs(wkb / exponent - 1) < 1e-6

print(f"Gap: {E_C - E_V:.1f} eV; bare orbital energy: {E_D:.1f} eV")
for name, (c, D, V) in zip(("Valence", "Conduction"), BANDS):
    print(f"{name}: centre {c:.1f} eV, half-width {D:.1f} eV, V {V:.1f} eV")
print(f"Gap level E_b: {E_b:.4f} eV; chain value: {E_chain:.4f} eV")
print(f"Depth below conduction edge: {trap_depth:.4f} eV")
print(f"Sigma valence at E_b: {sigma_band(E_b, VALENCE):.4f} eV")
print(f"Sigma conduction at E_b: {sigma_band(E_b, CONDUCTION):.4f} eV")
print(f"Sigma total at E_b: {sigma(E_b):.4f} eV")
print(f"Slope valence at E_b: {slope_band(E_b, VALENCE):.4f} (eV/eV)")
print(f"Slope conduction at E_b: {slope_band(E_b, CONDUCTION):.4f} (eV/eV)")
print(f"Weight Z: {Z:.4f}; chain value: {Z_chain:.4f} (no unit)")
print(f"dE_b/de_d from chain: {response:.4f} (eV/eV)")
print(f"Gap-state share in valence continuum: {share_v:.4f}")
print(f"Gap-state share in conduction continuum: {share_c:.4f}")
print(f"Orbital weight in valence-band states: {orbital_v:.4f}")
print(f"Orbital weight in conduction-band states: {orbital_c:.4f}")
print(f"Gap level exists for e_d from {e_min:.3f} to {e_max:.3f} eV")
print("Scan: e_d (eV), E_b (eV), Z, Z with slope at bare energy")
for e_test, level, z_level, bare in scan:
    text = "not defined" if bare is None else f"{bare:.4f}"
    print(f"  {e_test:5.2f}  {level:.4f}  {z_level:.4f}  {text}")
print("Near conduction edge: depth (meV), Z from chain, Z limit law")
for depth, Z_edge, Z_limit in edge:
    print(f"  {1000 * depth:.1f}  {Z_edge:.4f}  {Z_limit:.4f}")
print(f"Uniform spectrum: E_b {E_uniform:.4f} eV, Z {Z_uniform:.4f}")
print(f"Overlap {overlap:.2f}: E_b {E_overlap:.4f} eV")
print(f"  coefficient squared {coefficient:.4f}, projection {projection:.4f}")
print(f"Repulsion U: {U:.1f} eV; orbital shift U Z: {U * Z:.3f} eV")
print(f"  first-order level shift U Z^2: {first_order_shift:.3f} eV")
print(f"  solved level shift: {E_second - E_b:.3f} eV, Z {Z_second:.4f}")
print(f"Relaxation energy: {relaxation:.1f} eV")
print(f"  relaxed level {E_relaxed:.4f} eV, Z {Z_relaxed:.4f}")
print(f"Temperature: {temperature:.2f} K; kT: {kT:.4f} eV")
print(f"  rms thermal level motion: {sigma_T:.3f} eV")
print(f"  Z one rms below, above: {weight(E_b - sigma_T):.4f}, "
      f"{weight(E_b + sigma_T):.4f}")
print(f"Each edge moved inward by {edge_shift:.1f} eV: "
      f"E_b {E_narrow:.4f} eV, Z {Z_narrow:.4f}")
print(f"Field: {field_MV_cm:.1f} MV/cm; bond length: {bond_nm:.2f} nm")
print(f"  drop over bond {drop:.3f} eV; Z for e_d lowered, raised: "
      f"{Z_field[0]:.4f}, {Z_field[1]:.4f}")
print(f"  tunnelling mass {mass_ratio:.1f} m_e, path {exit_nm:.2f} nm")
print(f"  WKB exponent {exponent:.2f}, factor {np.exp(-exponent):.1e}")
print("all tests passed")
```

Printed output:

```
Gap: 5.0 eV; bare orbital energy: 2.8 eV
Valence: centre -5.0 eV, half-width 5.0 eV, V 2.5 eV
Conduction: centre 9.0 eV, half-width 4.0 eV, V 2.0 eV
Gap level E_b: 2.9340 eV; chain value: 2.9340 eV
Depth below conduction edge: 2.0660 eV
Sigma valence at E_b: 0.8869 eV
Sigma conduction at E_b: -0.7529 eV
Sigma total at E_b: 0.1340 eV
Slope valence at E_b: -0.1440 (eV/eV)
Slope conduction at E_b: -0.1651 (eV/eV)
Weight Z: 0.7639; chain value: 0.7639 (no unit)
dE_b/de_d from chain: 0.7639 (eV/eV)
Gap-state share in valence continuum: 0.1100
Gap-state share in conduction continuum: 0.1261
Orbital weight in valence-band states: 0.1122
Orbital weight in conduction-band states: 0.1239
Gap level exists for e_d from -2.031 to 6.330 eV
Scan: e_d (eV), E_b (eV), Z, Z with slope at bare energy
  -1.00  0.2923  0.4788  not defined
   1.00  1.5698  0.7331  0.6748
   2.80  2.9340  0.7639  0.7658
   4.50  4.1768  0.6706  0.5954
   5.50  4.7658  0.4747  not defined
Near conduction edge: depth (meV), Z from chain, Z limit law
  4.0  0.0850  0.0894
  1.0  0.0436  0.0447
Uniform spectrum: E_b 2.9350 eV, Z 0.7369
Overlap 0.10: E_b 3.3287 eV
  coefficient squared 0.7560, projection 0.7510
Repulsion U: 2.0 eV; orbital shift U Z: 1.528 eV
  first-order level shift U Z^2: 1.167 eV
  solved level shift: 1.126 eV, Z 0.6889
Relaxation energy: 0.5 eV
  relaxed level 1.9340 eV, Z 0.7529
Temperature: 358.15 K; kT: 0.0309 eV
  rms thermal level motion: 0.176 eV
  Z one rms below, above: 0.7661, 0.7598
Each edge moved inward by 0.1 eV: E_b 2.9331 eV, Z 0.7595
Field: 8.0 MV/cm; bond length: 0.17 nm
  drop over bond 0.136 eV; Z for e_d lowered, raised: 0.7655, 0.7617
  tunnelling mass 0.4 m_e, path 2.58 nm
  WKB exponent 16.04, factor 1.1e-07
all tests passed
```
